# Energy Alone Does Not Permit Impact Ionization in Massive Dirac Bands

## What the symmetry already fixes

Consider two mirror-image bands with energies $\pm E(\mathbf k)$, where

$$E(\mathbf k)=\sqrt{\Delta^2+(\hbar v k)^2},\qquad \Delta>0 .$$

The gap is $E_g=2\Delta$, and $\mathbf k$ is measured from the band edge. This dispersion has the form of a relativistic energy, with $v$ in place of the speed of light. The combination

$$E^2-(\hbar v k)^2=\Delta^2$$

is therefore the same for every state of one electron. It does not grow when the electron is accelerated.

For several carriers, the corresponding combination of total energy and total momentum is smallest when they move together. Three carriers of equal mass then behave as one particle of rest energy $3\Delta$, so their least energy at total momentum $\mathbf k$ should be $\sqrt{(3\Delta)^2+(\hbar vk)^2}$. One electron has rest energy $\Delta$ and the products of impact ionization have at least $3\Delta$. Acceleration cannot close that difference.

The argument concerns the dispersion alone. It does not require the Coulomb interaction in a crystal to share this symmetry: once the bands are given, the interaction affects the strength of a collision and not the two conservation laws. Its effect on the bands themselves is estimated further on.

## The belief and what is right in it

Impact ionization is the process in which a fast conduction electron lifts a valence electron across the gap. One carrier becomes three: two electrons and a hole. Repetition gives an avalanche.

The belief is that the process is open once the electron's kinetic energy $E-\Delta$ exceeds the gap, or some modest multiple of it. Part of this is sound. Three carriers cost at least $3\Delta$, so $E-\Delta\ge 2\Delta=E_g$ is a necessary condition. The error is to take a sufficiently large kinetic energy as sufficient in every band structure.

Parabolic bands make the belief tempting. For $\hbar vk\ll\Delta$ the root expands to

$$E\simeq\Delta+\frac{(\hbar vk)^2}{2\Delta}=\Delta+\frac{\hbar^2k^2}{2m},\qquad m=\frac{\Delta}{v^2}.$$

Suppose this form held at all momenta. If the products carry $\mathbf k_1,\mathbf k_2,\mathbf k_3$ with sum $\mathbf k$, then

$$0\le\sum_i\left|\mathbf k_i-\frac{\mathbf k}{3}\right|^2=\sum_i k_i^2-\frac{2k^2}{3}+\frac{k^2}{3},$$

and so $\sum_i k_i^2\ge k^2/3$. Sharing the momentum equally leaves one third of the original kinetic energy in motion and frees two thirds for the gap. The threshold follows from

$$\frac23\,\frac{\hbar^2k^2}{2m}=E_g,\qquad \frac{\hbar^2k^2}{2m}=\frac32E_g .$$

This is correct for parabolic bands, but it uses the expansion where the expansion has failed. Setting $(\hbar vk)^2/(2\Delta)=3\Delta$ gives $(\hbar vk)^2=6\Delta^2$. The Dirac energy at that momentum is $\sqrt7\,\Delta$, and its kinetic part is $(\sqrt7-1)\Delta=0.823E_g$. The supposed threshold lies at a momentum where the Dirac electron cannot even pay for the gap.

## The proof

Let the electron $\mathbf k$ meet a filled valence state $\mathbf q$ and leave two electrons in the empty conduction states $\mathbf k_1,\mathbf k_2$. Without help from any other body,

$$\mathbf k+\mathbf q=\mathbf k_1+\mathbf k_2,\qquad E(\mathbf k)-E(\mathbf q)=E(\mathbf k_1)+E(\mathbf k_2).$$

The minus sign appears because the valence energy is $-E(\mathbf q)$. The missing electron is described as a hole of momentum $\mathbf h=-\mathbf q$. Since $E(-\mathbf q)=E(\mathbf q)$, the laws become

$$\mathbf k=\mathbf k_1+\mathbf k_2+\mathbf h,\qquad E(\mathbf k)=E(\mathbf k_1)+E(\mathbf k_2)+E(\mathbf h).$$

Now assign to each product a vector with one more component than its momentum:

$$\mathbf u_1=(\Delta,\hbar v\mathbf k_1),\quad \mathbf u_2=(\Delta,\hbar v\mathbf k_2),\quad \mathbf u_h=(\Delta,\hbar v\mathbf h).$$

The ordinary length of each vector is the energy of that carrier. Their sum is $(3\Delta,\hbar v\mathbf k)$. A sum of lengths is at least the length of the sum, so

$$E(\mathbf k_1)+E(\mathbf k_2)+E(\mathbf h)\ge\sqrt{9\Delta^2+(\hbar vk)^2}>\sqrt{\Delta^2+(\hbar vk)^2}=E(\mathbf k).$$

The second inequality is strict for $\Delta>0$. Energy conservation therefore has no solution at any $\mathbf k$, in any number of dimensions.

Equality in the first step needs parallel vectors. Their first components are equal, so the vectors must coincide, and $\mathbf k_1=\mathbf k_2=\mathbf h=\mathbf k/3$. The least energy shortfall is thus attained and equals

$$D(k)=\sqrt{9\Delta^2+(\hbar vk)^2}-\sqrt{\Delta^2+(\hbar vk)^2}.$$

Multiplying and dividing by the sum of the roots leaves $9\Delta^2-\Delta^2$ in the numerator:

$$D(k)=\frac{8\Delta^2}{\sqrt{9\Delta^2+(\hbar vk)^2}+\sqrt{\Delta^2+(\hbar vk)^2}} .$$

The denominator grows with $k$, so $D$ falls steadily. At $k=0$ it is $8\Delta^2/4\Delta=E_g$. For $\hbar vk\gg\Delta$ it approaches $4\Delta^2/(\hbar vk)$. At kinetic energies of 1, 3, 10 and 30 gaps, it is 0.562, 0.275, 0.095 and 0.033 gaps.

The bound was also tested on 20,000 random events, with band energies found by diagonalizing the two-band Hamiltonian. The smallest ratio of an event's mismatch to its bound was 1.0000. Such near equality is easiest to reach with slow carriers, so a separate minimization over the final momenta was used to confirm that fast electrons attain the bound too.

The physical difference from parabolic bands is now visible. At high momentum the Dirac energy is nearly proportional to $k$. Dividing a momentum among three parallel carriers then frees almost no energy, while each carrier still needs its own small mass term.

Two neighbouring cases show which words in the statement matter:

- **Zero mass.** If $\Delta=0$, then $D=0$, and any division into parallel momenta conserves energy. The strict prohibition is lost, although such collisions are confined to a line.
- **Two fast electrons.** Electrons with momenta $\mathbf k$ and $-\mathbf k$ have total momentum zero and energy $2E$. Three electrons and a hole at rest cost $4\Delta$, so the conservation laws can be met once $E\ge2\Delta$. The partner need not be fast: if it rests at the band edge, the condition $(E+\Delta)^2-(\hbar vk)^2\ge16\Delta^2$ gives $E\ge7\Delta$, a kinetic energy of $3E_g$. The theorem concerns one electron.

## A number

Take $E_g=40$ meV and $v=10^6$ m/s, so that $\Delta=20$ meV and $\hbar v=0.6582$ eV nm. Give the electron a kinetic energy of three gaps, 120 meV. Its energy is $E=140$ meV, and

$$\hbar vk=\sqrt{140^2-20^2}\ \text{meV}=138.56\ \text{meV},\qquad k=0.2105\ \text{nm}^{-1}.$$

Three carriers at rest would cost 60 meV, which the electron could pay more than twice over. They must also carry its momentum, however, and then cost at least

$$\sqrt{60^2+138.56^2}\ \text{meV}=151.0\ \text{meV}.$$

The shortfall is 11.0 meV, or $1.76\times10^{-21}$ J. It is 8% of the electron's energy, so a modest departure from the ideal conditions can matter.

## Giving momentum away

If something else absorbs momentum $\mathbf Q$, the carriers need only have total momentum $\mathbf k-\mathbf Q$. A static scatterer takes no energy. The condition becomes

$$9\Delta^2+(\hbar v)^2|\mathbf k-\mathbf Q|^2\le E^2 .$$

The smallest $Q$ is parallel to $\mathbf k$, which gives

$$Q=k-\frac{\sqrt{E^2-9\Delta^2}}{\hbar v}.$$

Here the root is $\sqrt{140^2-60^2}=126.5$ meV, and $Q=0.0183$ nm$^{-1}$, about 9% of $k$. Its inverse is 55 nm, so even rather smooth disorder can have the required Fourier component.

An acoustic phonon of sound velocity $s$ can serve too. Its energy $\hbar sQ$ must be added to the final side:

$$\sqrt{9\Delta^2+(\hbar v)^2(k-Q)^2}+\hbar sQ=E .$$

With $s=2\times10^4$ m/s the solution is $Q=0.0188$ nm$^{-1}$, at a cost of 0.25 meV.

The transfer has to belong to the same quantum process as the pair creation. An electron that first scatters elastically and then travels freely is again a single Dirac electron, with the same energy and the same positive $D$. Assisted pair creation needs both the carrier interaction and the coupling to the third body. The kinematics show that it is open, but do not give its rate.

## Where a real lattice lifts the prohibition

The parameters above lie in the regime of graphene aligned on hexagonal boron nitride. They are rough typical values, and the gap in particular depends on the sample. The two graphene valleys do not change the theorem if they have equal $v$ and $\Delta$ and each keeps its number of electrons: the large valley momenta then cancel. Three corrections to the bands deserve numbers.

**Warping.** On a honeycomb lattice with bond length $a$ and nearest-neighbour hopping $t$, the gapless energy on the line from the valley centre K towards Γ is

$$t\left[1+2\cos\left(\frac{2\pi}{3}-x\right)\right]=t\left(1-\cos x+\sqrt3\sin x\right),\qquad x=\frac{\sqrt3}{2}ak .$$

To second order this is $t(\sqrt3x+x^2/2)=\tfrac32tak+\tfrac38ta^2k^2$. Hence $\hbar v=\tfrac32ta$, and the energy is $\hbar vk+ck^2$ with $c=\hbar va/4$. In the opposite direction the quadratic term changes sign.

Let the two electrons and the hole carry positive shares $x_1,x_2,x_h$ of $\mathbf k$, with sum one. The vacated valence state lies at $-x_h\mathbf k$, so its quadratic term has the opposite sign. The linear terms cancel. To leading order in both mass and warping, the final energy minus the initial energy is

$$M=\frac{\Delta^2}{2\hbar vk}\left(\frac1{x_1}+\frac1{x_2}+\frac1{x_h}-1\right)-ck^2\left(1-x_1^2-x_2^2+x_h^2\right).$$

For fixed $x_h$, both $1/x_1+1/x_2$ and $x_1^2+x_2^2$ are smallest at $x_1=x_2=x$. Then $x_h=1-2x$, and the two brackets become

$$\frac2x+\frac1{1-2x}-1=\frac{2(1-x)^2}{x(1-2x)},\qquad 1-2x^2+(1-2x)^2=2(1-x)^2 .$$

The common factor drops out of $M=0$, leaving

$$k^3=\frac{\Delta^2}{2\hbar vc}\,\frac1{x(1-2x)} .$$

The product $x(1-2x)$ has its maximum, $1/8$, at $x=1/4$. The lowest threshold is therefore

$$k^3=\frac{4\Delta^2}{\hbar vc}=\frac{16\Delta^2}{(\hbar v)^2a},$$

with half the momentum in the hole. For $a=0.142$ nm this gives $k=0.470$ nm$^{-1}$. Minimizing over all planar final momenta near the valley with the full lattice bands gives 0.472 nm$^{-1}$, a hole share of 0.515, and a threshold kinetic energy of 296 meV. At the wave number of the worked electron, 0.2105 nm$^{-1}$, warping lowers the shortfall only from 11.0 to 10.1 meV. A prohibition at every energy is thus true of the Dirac model and false of this lattice. The threshold value holds for nearest-neighbour hopping only. Second-neighbour hopping breaks the mirror symmetry of the bands; at a typical size of $0.1t$ it moves the threshold by about 45 meV, downward for one kind of carrier and upward for the other. In the upward case the lowest channel creates the pair in the other valley, at about 340 meV; with all carriers in one valley the threshold rises to about 420 meV.

**Moiré umklapp.** The mismatch between graphene and its substrate creates a superlattice, here of period $\lambda=14$ nm. Its shortest reciprocal vector has length $G=4\pi/(\sqrt3\lambda)=0.518$ nm$^{-1}$. Momentum is then conserved up to such a vector. For $\mathbf k$ along $\mathbf G$, the products may have total momentum $\mathbf k-\mathbf G$, and the threshold obeys

$$9\Delta^2+(\hbar v)^2(k-G)^2=\Delta^2+(\hbar vk)^2 .$$

Cancelling $(\hbar vk)^2$ leaves $8\Delta^2+(\hbar v)^2(G^2-2Gk)=0$, so

$$k=\frac G2+\frac{4\Delta^2}{(\hbar v)^2G}=0.266\ \text{nm}^{-1}.$$

The kinetic energy is 156 meV. This exit opens well before warping does, though above the 120 meV electron. The estimate keeps the Dirac dispersion, which the superlattice itself alters near $G/2$. How much depends on the kind of superlattice term. In a model that varies only along $\mathbf G$, with all momenta along $\mathbf G$, a modulation of the mass with Fourier components of 10 to 20 meV opens a gap near $G/2$ and raises the threshold by about 5 to 16 meV. A scalar potential of the same size barely backscatters these carriers and moves it by less than 1 meV.

**Exchange.** Electron interactions also bend the bands. In undoped massless bands, a conduction state at $\mathbf k$ overlaps a filled valence state at $\mathbf q$ with weight $(1-\cos\theta)/2$, where $\theta$ is the angle between them. Apart from a constant common to both bands, which cancels in the collision, unscreened exchange adds

$$\Sigma(k)=\frac12\int\frac{d^2q}{(2\pi)^2}\,\frac{2\pi\alpha\hbar v}{|\mathbf k-\mathbf q|}\cos\theta,\qquad \alpha=\frac{e^2}{4\pi\varepsilon_0\kappa\hbar v}.$$

For $q\gg k$, $1/|\mathbf k-\mathbf q|\simeq1/q+k\cos\theta/q^2$. The first term averages to zero and the second gives $\pi k/q^2$ after the angular integral. Hence $\Sigma$ contains $(\alpha/4)\hbar vk\int dq/q$, which is $(\alpha/4)\hbar vk\ln(\Lambda/k)$ for a cutoff $\Lambda$, plus a term proportional to $k$. That last term cancels between $k$ and three carriers at $k/3$. What remains is

$$3\Sigma(k/3)-\Sigma(k)=\frac\alpha4\hbar vk\ln3 .$$

With dielectric constant $\kappa=4$, $\alpha=0.547$ and the addition is 21 meV. For other parallel shares, $\ln3$ is replaced by $\sum_i x_i\ln(1/x_i)$, which is also positive. Exchange therefore strengthens the prohibition in this estimate. It is larger than the bare shortfall, so 11 meV is a result for the ideal bands and not a prediction for the interacting device. Screening and the mass would change the 21 meV: static interband screening of massless bands, a factor $1+\pi\alpha/2=1.86$, alone reduces it to about 11 meV, comparable with the bare shortfall. With the mass included, exchange also widens the gap itself, so part of its effect is already contained in a measured gap.

## The field, the temperature and breakdown

A field of 0.001 MV/cm exerts a force $eF=10^{-4}$ eV/nm. An electron needs 1200 nm of free flight to gain 120 meV. Its momentum grows at the rate $eF/\hbar$, so the flight lasts $\hbar k/(eF)=1.4$ ps. That exceeds the assumed scattering time of 1 ps, so many electrons would scatter on the way.

The field also acts during a collision. The two electrons and the hole have the same net charge as the original electron, so a uniform field changes their total momentum at the same rate and cannot replace a scatterer. It can, however, do work as the carriers separate. For one carrier, this work equals the shortfall over 110 nm. While it changes the momentum by an amount $k$, a constant mismatch $D$ accumulates a phase $Dk/(eF)=23$ rad. The field thus acts slowly on the scale of the mismatch. The mismatch itself varies as the momenta change, so this phase is only a rough guide to field assistance and does not give a rate.

Breakdown has another road. In Zener tunnelling, the field carries a valence electron through the band edge into the conduction band. At zero transverse momentum, the two-band energies before mixing are $\pm veFt$, and $\Delta$ mixes them. The Landau–Zener formula for this linear crossing gives

$$P=\exp\left(-\frac{\pi\Delta^2}{\hbar v\,eF}\right).$$

The exponent is 19.1, and $P=5\times10^{-9}$ per passage. At ten times the field, the exponent is 1.91 and $P$ is about 0.15. The ban on impact ionization then offers little protection.

Lifetime broadening, $\hbar/\tau=0.66$ meV for 1 ps, is small beside 11 meV. It would match the shortfall for a scattering time near 60 fs. At 10 K the thermal energy is 0.86 meV. At 300 K it is 26 meV, comparable with the gap, and the assumption of a filled valence band and an empty conduction band fails. Collisions among carriers already present must then be counted.

For a clean, undoped, cold device of this kind, the ideal kinematics suppress unaided pair creation by one electron up to roughly 150 meV of kinetic energy, where the moiré exit opens. Within that range carriers can still multiply in other ways: a third body may take up momentum during the pair creation, two conduction electrons may collide (from 120 meV of kinetic energy if one of them is at rest), or the field may drive tunnelling. A large kinetic energy of one electron does not by itself open the process. The values behind most of these estimates are listed in the numerical output.

## Computed results

```
INPUTS (rough typical values)
gap Eg = 40.0 meV; half gap = 20.0 meV
velocity = 1.00e+06 m/s; hbar v = 0.6582 eV nm
bond length = 0.142 nm; hopping = 3.090 eV
moire period = 14.0 nm; dielectric constant = 4.0
temperature = 10.0 K; field = 0.0010 MV/cm
scattering time = 1.00 ps
sound velocity = 2.00e+04 m/s
IDEAL DIRAC BANDS
random events tested = 20000
smallest event mismatch / its bound = 1.0000
kinetic energy  1 Eg: shortfall = 0.56155 Eg
kinetic energy  3 Eg: shortfall = 0.27492 Eg
kinetic energy 10 Eg: shortfall = 0.09481 Eg
kinetic energy 30 Eg: shortfall = 0.03277 Eg
parabolic threshold = 1.5000 Eg
Dirac kinetic energy at that momentum = 0.8229 Eg
WORKED ELECTRON
kinetic energy = 120.00 meV; E = 140.00 meV
wave number = 0.21052 1/nm; hbar v k = 138.56 meV
least final energy = 151.00 meV
energy shortfall = 11.00 meV = 1.762e-21 J
MOMENTUM RELAXATION
static scatterer takes Q = 0.01834 1/nm; 1/Q = 54.5 nm
acoustic phonon takes Q = 0.01876 1/nm
acoustic phonon energy = 0.247 meV
LATTICE AND MOIRE
warping coefficient = 0.02337 eV nm^2
shortfall with warping, K to Gamma = 10.08 meV
warping threshold k: estimate 0.4703, lattice 0.4719 1/nm
warping threshold kinetic energy = 296.2 meV
hole share of momentum there = 0.515
moire G = 0.5182 1/nm; umklapp threshold k = 0.2662 1/nm
umklapp threshold kinetic energy = 156.4 meV
OTHER NEGLECTED EFFECTS
coupling alpha = 0.547; exchange adds 20.81 meV
thermal energy kT = 0.862 meV
thermal energy at 300 K = 25.85 meV
lifetime broadening hbar/tau = 0.658 meV
time hbar/shortfall = 59.9 fs
ballistic path to kinetic energy = 1200 nm
path on which field work equals shortfall = 110.0 nm
field mismatch phase = 23.1 rad
Zener exponent = 19.09; probability = 5.11e-09
two-level test: integrated 0.45594, law 0.45594
```
